\section*{The Frumkin Isotherm from a Mean-Field Lattice Gas, and Bistable Inhibitor Coverage, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the lattice gas to the isotherm}

A model metal surface stands in a solution containing $6.00\ \mu\mathrm{mol/L}$ of a corrosion inhibitor. In the mean-field description derived below, if the surface starts bare, its coverage settles at $0.022$. If it starts full, the coverage settles at $0.981$, although the solution, the temperature and the adsorption energies are the same. The lasting survival of both coverages is a mean-field result; with nearest-neighbour attraction on a lattice, the lower one is protected only by a small nucleation barrier, estimated at the end. The uncovered fractions of the two surfaces differ by a factor of 52. If the metal dissolves only where it is uncovered, and at an unchanged local rate there, the corrosion rates differ by the same factor. How can one concentration give two coverages, and how strong must the attraction between inhibitor molecules be for this to happen?

The model parameters are round numbers: $T=298.15$ K, four neighbours per adsorption site, an effective pair energy of $-5$ kJ/mol, and a standard free energy of $-20$ kJ/mol for adsorption of an isolated molecule. They represent no particular inhibitor.

\subsection{Surface energy}

The surface has $M$ equivalent sites, each with $z$ nearest neighbours. Every site holds either one inhibitor molecule, $n_i=1$, or one unit of water, $n_i=0$. Adsorption is therefore an exchange: an inhibitor molecule enters the layer and one water unit leaves it. The number of adsorbed inhibitor molecules is $N=\sum_i n_i$, and the coverage is $\theta=\langle N\rangle/M$.

Energies are molar, so Boltzmann factors contain $RT$. Let $\varepsilon_I$ and $\varepsilon_W$ be the free energies of binding an inhibitor molecule and a water unit to a site. They may include vibration and orientation, provided these do not depend on the neighbours. Let $w_{II}$, $w_{IW}$ and $w_{WW}$ be the energies of the three kinds of neighbouring pair. With $\langle ij\rangle$ running once over each pair,
\begin{align}
E={}&\varepsilon_I N+\varepsilon_W(M-N)+\sum_{\langle ij\rangle}\bigl\{w_{II}n_in_j\nonumber\\
&+w_{IW}[n_i(1-n_j)+n_j(1-n_i)]\nonumber\\
&+w_{WW}(1-n_i)(1-n_j)\bigr\}.
\label{energy}
\end{align}
Multiplying out the products turns the expression in braces into
\begin{equation}
w_{WW}+(w_{IW}-w_{WW})(n_i+n_j)+w\,n_in_j,
\label{pair}
\end{equation}
where
\begin{equation}
w=w_{II}+w_{WW}-2w_{IW}.
\label{w}
\end{equation}
There are $zM/2$ pairs, because counting $z$ neighbours for each of $M$ sites counts every pair twice. Each $n_i$ occurs in $z$ pairs, so $\sum_{\langle ij\rangle}(n_i+n_j)=zN$. Hence
\begin{align}
E&=E_0+\varepsilon N+w\sum_{\langle ij\rangle}n_in_j,\label{reduced}\\
E_0&=M(\varepsilon_W+zw_{WW}/2),\nonumber\\
\varepsilon&=\varepsilon_I-\varepsilon_W+z(w_{IW}-w_{WW}).\nonumber
\end{align}
The constant $E_0$ is the energy of the water-covered surface, and $\varepsilon$ is the cost of placing one isolated inhibitor molecule in it.

The energy $w$ belongs to an exchange of partners: two inhibitor--water contacts become one inhibitor--inhibitor and one water--water contact. A negative $w$ favours clustering. It can arise from attraction between inhibitor molecules, but also from unfavourable inhibitor--water contacts. The sign of $w_{II}$ alone does not decide the matter.

\subsection{Contact with the solution}

The solution is large enough for its concentration $c$ to stay constant during adsorption. Temperature and electrode potential are also held fixed. Binding energies generally depend on the potential, so a change of potential would change the parameters of the model.

When $N$ inhibitor molecules have moved to the surface and $N$ water units have returned, the free energy of the solution has changed by $-N(\mu_I-\mu_W)$, where $\mu_I$ and $\mu_W$ are the chemical potentials in solution. The probability of a surface configuration is thus proportional to $\exp\{-[E-(\mu_I-\mu_W)N]/RT\}$. For a dilute, ideal solution,
\begin{equation}
\mu_I=\mu_I^\circ+RT\ln(c/c^\circ),\qquad \mu_W=\mu_W^\circ,
\label{mu}
\end{equation}
with $c^\circ=1$ mol/L and water activity one. Collect the constants in the standard free energy of exchange,
\begin{equation}
\Delta G^\circ=\varepsilon+\mu_W^\circ-\mu_I^\circ,\qquad K=e^{-\Delta G^\circ/RT},
\label{K}
\end{equation}
and define
\begin{equation}
x=\ln\frac{Kc}{c^\circ},\qquad b=-\frac{w}{RT},\qquad g=zb=-\frac{zw}{RT}.
\label{params}
\end{equation}
Positive $g$ means net attraction. After the constant $E_0$ is dropped, the probability of a configuration $n=(n_1,\ldots,n_M)$ is
\begin{align}
P(n)&=\frac{e^{-H(n)}}{\Xi},\qquad \Xi=\sum_n e^{-H(n)},\label{P}\\
H(n)&=-xN-b\sum_{\langle ij\rangle}n_in_j.\label{H}
\end{align}
The dimensionless grand potential per site is $-\ln\Xi/M$. Multiplication by $RT$ restores molar energy units.

For the example, $RT=2.479$ kJ/mol. Therefore $K=\exp(20/2.479)=3190$ and $g=4\times5/2.479=8.07$. The concentration enters as $x=\ln(3190\times6.00\times10^{-6})=-3.956$.

\subsection{The mean-field bound}

The pair term in $H$ prevents the sum $\Xi$ from splitting into single-site sums. A trial distribution without correlations gives a controlled approximation. To see in what sense it is controlled, take any normalized distribution $p(n)$ with positive probabilities. Since $\ln y\le y-1$ for $y>0$,
\begin{equation}
\sum_n p\ln\frac{P}{p}\le\sum_n p\left(\frac{P}{p}-1\right)=1-1=0.
\label{gibbs}
\end{equation}
Insert $\ln P=-H-\ln\Xi$ and rearrange:
\begin{equation}
-\ln\Xi\le\sum_n pH+\sum_n p\ln p.
\label{gb}
\end{equation}
This is the Gibbs--Bogoliubov inequality. Every trial distribution gives an upper bound on the grand potential, and the best member of a family is the one with the lowest bound.

Now let each site be occupied independently with probability $\theta$:
\begin{equation}
p(n)=\prod_i\theta^{n_i}(1-\theta)^{1-n_i}.
\label{trial}
\end{equation}
Then $\langle N\rangle=M\theta$. For two different sites, independence gives $\langle n_in_j\rangle=\theta^2$. With $zM/2$ pairs,
\begin{equation}
\sum_n pH=-Mx\theta-\frac{zM}{2}b\theta^2
=-M\left(x\theta+\frac g2\theta^2\right).
\label{meanH}
\end{equation}
The logarithm of the product in \eqref{trial} is a sum over sites, so
\begin{equation}
\sum_n p\ln p=M[\theta\ln\theta+(1-\theta)\ln(1-\theta)].
\label{entropy}
\end{equation}
Substitution into \eqref{gb} and division by $M$ give $-\ln\Xi/M\le\omega(\theta)$, where
\begin{equation}
\omega(\theta)=\theta\ln\theta+(1-\theta)\ln(1-\theta)-x\theta-\frac g2\theta^2.
\label{omega}
\end{equation}
The first two terms are the negative of the mixing entropy and favour intermediate coverage. The third is the driving force from solution. The last rewards crowding when $g>0$.

For a periodic $4\times4$ lattice the sum over all $2^{16}$ configurations can be done directly. With the example's attraction and $x=-g/2$, it gives a grand potential of $-0.068\,RT$ per site, below the mean-field bound of $-0.019\,RT$ per site. The inequality is respected. Most of the gap is a size effect: at this $x$ the dilute and the dense phase contribute equally to $\Xi$, which adds $-\ln2/16=-0.043$ per site. The remainder, $-0.025$, agrees with the exact value for the infinite square lattice, so correlations lower the grand potential by only about $0.006\,RT$ per site.

\subsection{The Frumkin isotherm}

Differentiate \eqref{omega}. The terms $+1$ and $-1$ from the two entropy contributions cancel:
\begin{equation}
\omega'(\theta)=\ln\frac{\theta}{1-\theta}-x-g\theta.
\label{slope}
\end{equation}
The slope tends to $-\infty$ at $\theta\to0$ and to $+\infty$ at $\theta\to1$. The minimum therefore lies between these limits, where $\omega'=0$:
\begin{equation}
x=\ln\frac{\theta}{1-\theta}-g\theta.
\label{xiso}
\end{equation}
Exponentiation, with $x$ from \eqref{params}, gives the Frumkin isotherm
\begin{equation}
\frac{Kc}{c^\circ}=\frac{\theta}{1-\theta}e^{-g\theta}.
\label{frumkin}
\end{equation}

The trial parameter $\theta$ is also the thermodynamic coverage. Differentiating $\ln\Xi$ with respect to $x$ in \eqref{P} gives $\langle N\rangle$, so the coverage is minus the $x$-derivative of the grand potential per site. In mean field, along a minimum $\theta(x)$,
\begin{equation}
\frac{d\omega}{dx}=\frac{\partial\omega}{\partial x}+\omega'(\theta)\frac{d\theta}{dx}=-\theta,
\label{hf}
\end{equation}
because $\omega'=0$ there. The two definitions agree.

The exponential has a direct meaning. Written as $\theta/(1-\theta)=(Kc/c^\circ)e^{g\theta}$, the isotherm has an effective adsorption constant $Ke^{g\theta}$. If sites are occupied independently, as mean field assumes, an arriving molecule finds on average $z\theta$ inhibitor neighbours and gains the energy $-zw\theta=RTg\theta$. The energy per site in \eqref{meanH} has a factor $1/2$ because two sites share each pair. Differentiating $\theta^2$ supplies the factor 2 that removes it.

For $g=0$ the result is the Langmuir isotherm, $\theta=(Kc/c^\circ)/(1+Kc/c^\circ)$. At low coverage, with $|g|\theta\ll1$ as well, $\theta\simeq Kc/c^\circ$, which confirms that $K$ describes isolated molecules. Some authors write the exponential as $e^{-2a\theta}$; then $a=g/2$. The opposite sign convention for the interaction parameter is also possible, so a reported value needs its equation beside it.

Equation \eqref{frumkin} can be rearranged for data analysis:
\begin{equation}
\ln\frac{\theta}{(1-\theta)\,c/c^\circ}=\ln K+g\theta.
\label{plot}
\end{equation}
Within this model, a plot of the left side against coverage is straight, with slope $g$ and intercept $\ln K$.

\subsection{A lattice gas for which mean field is exact}

Suppose that every pair of sites interacts, whatever its distance, and that the pair strength is reduced from $b$ to $g/M$. A configuration with $N$ molecules has $N(N-1)/2$ occupied pairs, so
\begin{equation}
\Xi_{\rm all}=\sum_{N=0}^{M}\binom MN
\exp\left[xN+\frac{gN(N-1)}{2M}\right].
\label{all}
\end{equation}
To estimate the binomial coefficient, put $\theta=N/M$ and consider $M$ independent trials with success probability $\theta$. The probability of $N$ successes is the largest of the $M+1$ outcome probabilities. Indeed, the ratio of the probability of $k+1$ successes to that of $k$ is
\begin{equation}
\frac{M-k}{k+1}\,\frac{N}{M-N},
\label{ratio}
\end{equation}
which is at least one when $M(k+1)\le N(M+1)$. For $N<M$ this means $k+1\le N$, so the probabilities rise up to $N$ and fall afterwards; for $N=M$ the only possible outcome is $N$. The largest of $M+1$ probabilities with sum one is at least their average:
\begin{equation}
\frac1{M+1}\le\binom MN\theta^N(1-\theta)^{M-N}\le1.
\label{binom}
\end{equation}
Hence the logarithm of the binomial coefficient is $-M[\theta\ln\theta+(1-\theta)\ln(1-\theta)]$, with an error no larger than $\ln(M+1)$. The interaction exponent is $Mg\theta^2/2-g\theta/2$. Each term in \eqref{all} is therefore $\exp[-M\omega(\theta)+O(\ln M)]$. The whole sum lies between its largest term and $M+1$ times that term, and so
\begin{equation}
-\frac{\ln\Xi_{\rm all}}M=\min_\theta\omega(\theta)+O\!\left(\frac{\ln M}{M}\right).
\label{exact}
\end{equation}
For large $M$ the probability concentrates at the lowest minimum, or is shared between two minima of equal depth. Mean field is thus exact in this limit of weak interactions among all sites.

A direct sum with $M=4000$, $g=2$ and $x=-0.5$ gives a coverage of $0.7183$; the isotherm gives $0.7185$. The difference is of order $1/M$. For a real surface with short-ranged interactions, \eqref{frumkin} remains an approximation, because molecules that attract one another do not occupy neighbouring sites independently.

\section{Bistability and its limits}

The coverage is $\theta$, each site has $z$ neighbours, and $w$ is the exchange pair energy. The attraction is $g=-zw/(RT)=zb$, and the concentration enters through $x=\ln(Kc/c^\circ)$. The mean-field grand potential $\omega(\theta)$ in \eqref{omega} has slope \eqref{slope}; setting this slope to zero gives the isotherm \eqref{xiso}. A minimum of $\omega$ is locally stable, while a maximum is unstable.

\subsection{The critical attraction}

The second derivative is
\begin{equation}
\omega''(\theta)=\frac1\theta+\frac1{1-\theta}-g=\frac1{\theta(1-\theta)}-g.
\label{curv}
\end{equation}
Since
\begin{equation}
\theta(1-\theta)=\frac14-\left(\theta-\frac12\right)^2\le\frac14,
\label{quarter}
\end{equation}
the curvature is at least $4-g$. For $g<4$ it is positive everywhere. The slope then rises steadily from $-\infty$ to $+\infty$ and vanishes once: every concentration has one coverage. At $g=4$ the curvature vanishes only at $\theta=1/2$, so the slope still rises strictly and there is still one solution. For $g>4$ the curvature is negative around half coverage. The mean-field threshold is therefore
\begin{equation}
g_c=4,\qquad\text{or}\qquad -w_c=\frac{4RT}{z}.
\label{gc}
\end{equation}
With the convention $e^{-2a\theta}$ the threshold is $a=2$. For $z=4$ at 298.15 K, the critical pair energy is $-2.48$ kJ/mol. The example has $-5$ kJ/mol.

The competition is between mixing entropy and attraction. Entropy resists a change of coverage least at $\theta=1/2$, where its contribution to the curvature is 4. This is where attraction first wins.

The isotherm announces the threshold by becoming steep. From \eqref{xiso}, $dx/d\theta=\omega''$, so at half coverage
\begin{equation}
\left.\frac{d\theta}{dx}\right|_{1/2}=\frac1{4-g}\qquad(g<4).
\label{steep}
\end{equation}
At $g=4$ the tangent is vertical. With $\theta=1/2+u$, the expansion $\ln[(1+2u)/(1-2u)]=4u+16u^3/3+\cdots$ turns \eqref{xiso} into
\begin{equation}
x+2=\frac{16}{3}u^3+\cdots .
\label{cube}
\end{equation}
Near the critical point the coverage thus changes as the cube root of the change in $x$. It is steep, but it is not bistable.

The all-pairs sum \eqref{all} locates the threshold independently. At the concentration for which $N$ and $M-N$ have equal weights, its distribution changes from one peak to two at $g=3.9990$ for $M=4000$. The small shift follows from comparing the central term with its neighbour. Moving from $N=M/2$ to $M/2+1$ lowers the logarithm of the binomial coefficient by $\ln(1+2/M)$ and raises the interaction exponent by $g/(2M)$. The centre stops being a maximum at
\begin{equation}
g=2M\ln\left(1+\frac2M\right)=4-\frac4M+\cdots,
\label{finite}
\end{equation}
which gives $3.9990$ for $M=4000$ and tends to 4 for large $M$.

Mean field leads to the Frumkin isotherm and allows more than one coverage at the same concentration only if $g>4$, a condition the example meets with $g=8.07$. It remains to find the concentrations at which this happens, which coverage is stable, and how correlations and nucleation change the mean-field picture.

Numerical values quoted here were computed with a short program.
